\section*{Photoelectron energy from a 4d level bound relative to vacuum}

\section{The problem}

Extreme ultraviolet light with photon energy $h\nu=91.8$ eV, which corresponds to a wavelength of $hc/(h\nu)=13.51$ nm, falls on a metal. A photon is absorbed by an electron in a 4d level. The binding energy of this level is $E_B=25$ eV relative to the vacuum level, that is, relative to an electron at rest just outside the surface. The electron leaves without losing energy to other electrons or to vibrations on the way. What is its kinetic energy $E_k$ just outside the surface?

Energies are given in electronvolts, the natural unit here.

\section{A tempting solution}

The electron has two obstacles to overcome. It must first be torn out of its 4d level, which costs the binding energy. It must then cross the surface of the metal, which costs the work function $\phi$. What is left of the photon energy is kinetic energy:
\begin{equation}
E_k^{\text{wrong}}=h\nu-E_B-\phi=(91.8-25)\ \text{eV}-\phi=66.8\ \text{eV}-\phi .
\label{wrong}
\end{equation}
Since $\phi$ is not given, the problem seems to lack a piece of data, and the answer seems to lie below 66.8 eV by the work function of the metal.

\section{Where it goes wrong}

The fault is the second subtraction. A limiting case exposes it. Let the photon energy be equal to $E_B$. By the meaning of a binding energy relative to vacuum, this is just enough to put the electron at rest outside the surface, so $E_k$ must be zero. Equation \eqref{wrong} gives $-\phi$ instead, a negative kinetic energy.

To see what was counted twice, place the levels on one energy scale. Let $\varepsilon_F$ be the Fermi level of the metal and $\varepsilon_{\text{vac}}$ the vacuum level just outside it. The work function is the distance between them,
\begin{equation}
\phi=\varepsilon_{\text{vac}}-\varepsilon_F .
\end{equation}
Let the 4d level lie at $\varepsilon_{4d}$ on this scale. Its binding energy can be counted from either reference:
\begin{equation}
E_{B,F}=\varepsilon_F-\varepsilon_{4d},\qquad
E_B=\varepsilon_{\text{vac}}-\varepsilon_{4d}.
\end{equation}
Adding and subtracting $\varepsilon_F$ in the second expression gives
\begin{equation}
E_B=(\varepsilon_{\text{vac}}-\varepsilon_F)+(\varepsilon_F-\varepsilon_{4d})=\phi+E_{B,F}.
\label{reference}
\end{equation}
The climb from the Fermi level to vacuum is thus already part of the given 25 eV. Inserting \eqref{reference} in \eqref{wrong} shows the double counting openly:
\begin{equation}
E_k^{\text{wrong}}=h\nu-(E_{B,F}+\phi)-\phi=h\nu-E_{B,F}-2\phi .
\end{equation}
The electron crosses the surface once, so $\phi$ may appear once. It appears explicitly when the binding energy is counted from the Fermi level, and it is hidden in $E_B$ when the binding energy is counted from vacuum.

\section{The right solution}

The level scale above is a convenient picture, but a metal contains many electrons, and these respond when one of them is removed. The safe starting point is the total energy. Let $E_i$ be the energy of the sample before absorption and $E_h$ its energy afterwards, with one electron missing and a hole in the 4d level. The energy of the free electron is counted from rest just outside the surface. The photon disappears and gives up all its energy, so
\begin{equation}
E_i+h\nu=E_h+E_k .
\label{balance}
\end{equation}
The binding energy relative to vacuum is the least energy that produces the same hole and leaves the electron at rest outside. In that case the final energy is $E_h+0$, and therefore
\begin{equation}
E_B=E_h-E_i .
\label{binding}
\end{equation}
Solving \eqref{balance} for $E_k$ and using \eqref{binding},
\begin{equation}
E_k=h\nu-(E_h-E_i)=h\nu-E_B .
\label{result}
\end{equation}
With the given numbers,
\begin{equation}
E_k=91.8\ \text{eV}-25\ \text{eV}=66.8\ \text{eV},
\end{equation}
or 2.455 hartree. No work function is needed, and no data are missing.

The other 25 eV have not been lost. They are the difference $E_h-E_i$ and remain in the sample, which now has a hole in a deep level. This difference also contains the response of the remaining electrons. If they were held fixed, the hole state would have some other energy $E_h+R$, where $R$ is the energy released when they relax. Because \eqref{binding} uses the relaxed energy $E_h$, no separate correction by $R$ is to be made.

Equation \eqref{result} also gives the threshold. For $h\nu=E_B$ the electron emerges with zero kinetic energy. For $h\nu<E_B$ the formula would give a negative value, which means that one photon cannot free an electron from this level. Here 91.8 eV is well above 25 eV, and emission is allowed.

\section{When a work function does belong in the formula}

Suppose the binding energy had been quoted from the Fermi level. Equations \eqref{result} and \eqref{reference} then give
\begin{equation}
E_k=h\nu-E_{B,F}-\phi ,
\label{fermi}
\end{equation}
with one work function, that of the sample.

A second case arises when the kinetic energy is measured inside an analyser that is in electrical contact with the sample. The two Fermi levels are then aligned. If the analyser has work function $\phi_a$, its vacuum level lies $\phi_a$ above the common Fermi level, while that of the sample lies $\phi$ above it. The electron crosses the static field between them without changing its total energy. Counted from the common Fermi level, this energy is
\begin{equation}
E_k+\phi=E_k'+\phi_a ,
\end{equation}
where $E_k'$ is the kinetic energy at the analyser. Hence, with \eqref{fermi},
\begin{equation}
E_k'=E_k+\phi-\phi_a=h\nu-E_{B,F}-\phi_a .
\end{equation}
The work function of the sample has cancelled and that of the analyser has taken its place. The present question asks for the energy just outside the sample, so its answer is $E_k$ and not $E_k'$.

\section{The energy taken by recoil}

Equation \eqref{balance} leaves out the motion of the emitter. To judge this, take a free emitter of mass $M$, initially at rest, and let $m$ be the electron mass. For emission along the direction of the light, the photon momentum $p_\gamma=h\nu/c$ is shared between the electron, with momentum $p$, and the emitter, which receives $p_\gamma-p$. The energy available for motion is divided as
\begin{equation}
h\nu-E_B=\frac{p^2}{2m}+\frac{(p_\gamma-p)^2}{2M}.
\label{recoil}
\end{equation}
If $p_\gamma$ is neglected beside $p$, the last term becomes
\begin{equation}
E_R\approx\frac{p^2}{2M}=\frac{m}{M}\,\frac{p^2}{2m}=\frac{m}{M}E_k .
\end{equation}
For a round mass of 100 u this is $3.66\times10^{-4}$ eV. Solving \eqref{recoil} numerically for the electron energy, with the photon momentum kept, gives a recoil energy of $3.58\times10^{-4}$ eV. The ratio of the two values is 0.978, which is $(1-p_\gamma/p)^2$ with $p_\gamma/p\approx0.011$: the photon carries about one per cent of the electron's momentum. An electron that leaves the surface along its normal, with the light arriving along the normal, travels against the light. The factor is then $(1+p_\gamma/p)^2=1.022$ and the recoil energy is $3.75\times10^{-4}$ eV. In every direction, recoil changes the answer by five to six parts in a million, far below the digits given.

\section{How sharply the energy is fixed}

The balance \eqref{result} assumes a photon of definite energy. A light pulse of finite duration contains a range of frequencies, and the electrons then form a line of finite width. A one-dimensional model shows how the balance emerges from the motion of the electron. It describes the energetics and not the shape of a 4d orbital. In this section formulas are in atomic units, $\hbar=m=e=1$.

The electron moves in a well with a single bound state,
\begin{equation}
V(x)=-a^2\,\text{sech}^2(ax),\qquad
\psi_0(x)=\sqrt{a/2}\;\text{sech}(ax),\qquad
E_B=\frac{a^2}{2},
\end{equation}
and a pulse adds the potential $xF(t)$ with
\begin{equation}
F(t)=F_0\,e^{-t^2/2\tau^2}\cos\omega t .
\end{equation}
To first order in $F_0$, the amplitude for a final state of momentum $k$ and energy $E=k^2/2$ is
\begin{equation}
c_k=-i\,d_k\int_{-\infty}^{\infty}F(t)\,e^{i(E+E_B)t}\,dt ,\qquad
d_k=\langle\psi_k|x|\psi_0\rangle .
\end{equation}
Writing the cosine as two exponentials gives two Gaussian integrals. One is centred at $E+E_B=\omega$, the other at $E+E_B=-\omega$. The second is negligible, since $E+E_B$ is positive and the pulse lasts many periods. What remains is
\begin{equation}
|c_k|^2\propto F_0^2\,|d_k|^2\,e^{-\tau^2(E+E_B-\omega)^2}.
\label{line}
\end{equation}
The Gaussian is centred at $E=\omega-E_B$, which is \eqref{result} in atomic units. Comparing it with $e^{-(E-E_0)^2/2s^2}$ gives the standard deviation $s=1/(\sqrt2\,\tau)$. For this pulse, whose carrier frequency is constant, a longer duration gives a sharper line. In a real metal the finite lifetime of the hole adds a width of its own, which remains however long the pulse is. The field strength enters as a prefactor: at this order, stronger light frees more electrons but does not make them faster.

The factor $|d_k|^2$ varies across the line and can displace its mean. To find it, define
\begin{equation}
A=\frac{d}{dx}+a\tanh ax,\qquad A^\dagger=-\frac{d}{dx}+a\tanh ax .
\end{equation}
Multiplying out, with $(\tanh ax)'=a\,\text{sech}^2ax$ and $\tanh^2=1-\text{sech}^2$, gives
\begin{align}
A^\dagger A&=-\frac{d^2}{dx^2}+a^2-2a^2\,\text{sech}^2ax=2H+a^2,\\
AA^\dagger&=-\frac{d^2}{dx^2}+a^2 ,
\end{align}
where $H$ is the Hamiltonian without light. Thus $A^\dagger e^{ikx}$ is an eigenstate of $H$ with energy $k^2/2$, and its squared norm is $k^2+a^2$ times that of the plane wave. Since $A\psi_0=0$, one has $A(x\psi_0)=\psi_0+xA\psi_0=\psi_0$. Moving $A^\dagger$ to the right-hand side of the matrix element then leaves a Fourier integral:
\begin{equation}
d_k=\frac{1}{\sqrt{2\pi(k^2+a^2)}}\int_{-\infty}^{\infty}e^{-ikx}\psi_0(x)\,dx .
\end{equation}
Let $I=\int e^{-ikx}\,\text{sech}(ax)\,dx$. Shifting the path by $i\pi/a$ multiplies the integrand by $-e^{\pi k/a}$, and the pole enclosed at $x=i\pi/2a$ has residue $e^{\pi k/2a}/(ia)$. Therefore $I(1+e^{\pi k/a})=(2\pi/a)e^{\pi k/2a}$, so $I=(\pi/a)\,\text{sech}(\pi k/2a)$ and
\begin{equation}
|d_k|^2\propto\frac{\text{sech}^2(\pi k/2a)}{k^2+a^2}.
\end{equation}

The number of electrons per unit energy contains a further factor $dk/dE=1/k$. The Gaussian is therefore multiplied by $S(E)=|d_k|^2/k$. Near the centre $E_0$, write $S(E)\approx S(E_0)e^{\beta(E-E_0)}$ with $\beta=d\ln S/dE$. Completing the square,
\begin{equation}
-\frac{(E-E_0)^2}{2s^2}+\beta(E-E_0)=-\frac{(E-E_0-\beta s^2)^2}{2s^2}+\frac{\beta^2s^2}{2},
\end{equation}
so the mean moves by $\beta s^2$. With $d/dE=(1/k)\,d/dk$, $k^2=2E$ and $a^2=2E_B$,
\begin{equation}
\beta=-\frac{\pi\tanh(\pi k/2a)}{2\sqrt{E\,E_B}}-\frac{1}{E+E_B}-\frac{1}{2E}.
\end{equation}
Every term is an inverse energy, so electronvolts may be inserted directly. For $E=66.8$ eV and $E_B=25$ eV, $k/a=\sqrt{66.8/25}=1.63$ and the hyperbolic tangent is 0.99. The three terms give
\begin{equation}
\beta=-(0.038+0.011+0.007)\ \text{eV}^{-1}=-0.056\ \text{eV}^{-1}.
\end{equation}
For a pulse with $s=0.96$ eV, the shift is $\beta s^2=-0.05$ eV.

The time-dependent Schr\"odinger equation of this model was also solved numerically, without the first-order approximation, by the split-operator Fourier method on a grid, with $\tau=20$ (0.48 fs) and $F_0=0.05$ in atomic units. After the pulse, the bound part was removed and the kinetic energy was read from the momentum distribution between 50 and 90 eV. The mean energy is 66.75 eV, lower than 66.8 eV by the shift just derived. Dividing the energy distribution by $S(E)$ puts the line centre at 66.80 eV, with a standard deviation of 0.96 eV.

Changing one input at a time shows what controls this centre. Doubling the field amplitude multiplies the number of electrons by 3.998, close to the factor 4 of \eqref{line}, and leaves the centre at 66.80 eV. Raising the photon energy to 100 eV moves the centre by $+8.20$ eV, the full increase. Deepening the level to 30 eV moves it by $-5.00$ eV.

\section{Which electrons the answer describes}

The value 66.8 eV belongs to electrons that absorbed one photon, left the stated hole behind and escaped without loss. If an electron gives up energy $\Delta$ inside the sample, it emerges with $E_k-\Delta$. If the sample is left in a hole state higher by $\Delta$, then $E_h$ in \eqref{balance} rises by $\Delta$ and the kinetic energy falls by the same amount. Each final hole state thus has its own binding energy and its own line. A real 4d level is a spin-orbit doublet, split by about 1 eV in elements such as indium and tin, so the given 25 eV stands for one of its two components. In a metal the hole can also be accompanied by electron-hole pairs of arbitrarily small $\Delta$ at the Fermi level. These states form a continuum, so the observed line is asymmetric, with a tail towards lower kinetic energy, and 66.8 eV marks its high-energy edge.

An Auger electron obeys a different balance. Suppose the photoelectron has already gone and the hole decays, where energy allows, by filling the 4d level and ejecting a second electron. With $E_{hh}$ the energy of the sample left with two holes, the second electron has
\begin{equation}
E_{\text{Auger}}=E_h-E_{hh}.
\end{equation}
The photon energy does not appear, because the photon was used up in the first step. Raising $h\nu$ therefore moves the photoelectron line and leaves the Auger line in place, as long as the two steps can be treated as separate. The 66.8 eV electron is the photoelectron.

All numerical values are calculated from the stated model.
